\section*{The Kerker preconditioner and its size-independent bound for a Thomas-Fermi metal, part 1}

(Sections cited here and not found follow in the second part.)

\section{Charge sloshing and the Kerker factor}

Take a long periodic cell of a metal and move a little electronic charge from one half of it to the other. The displaced charge is small, but it is spread over a long distance, and the electrostatic potential it produces is large. If the electrons are now allowed to respond to that potential as though it were fixed, they flow back in far greater number than were displaced, and the cell ends with a larger imbalance of the opposite sign. A self-consistent calculation that takes each output density as its next input repeats this overshoot at every iteration. The motion is called charge sloshing, and it becomes worse as the cell becomes longer. The question is how the response to a density error must be corrected so that the number of iterations stops depending on the length of the cell.

The simplest system that shows the effect is a uniform electron gas with a neutralizing background, in a periodic cell of volume $\Omega$. Hartree atomic units are used, so that lengths are in bohr and energies in hartree. The electrons interact through the Hartree potential alone, and their kinetic energy is treated in the Thomas-Fermi approximation; exchange and correlation are left out until their effect is examined near the end. The number of electrons is fixed. Periodic functions are expanded as
\begin{equation}
f(\mathbf r)=\sum_{\mathbf G} f_{\mathbf G}\,e^{i\mathbf G\cdot\mathbf r},
\end{equation}
where $\mathbf G$ runs over the reciprocal lattice of the cell and $G=|\mathbf G|$.

An input density $n$ determines a potential, and the electrons in that potential have an output density $F[n]$. Self-consistency means $F[n_*]=n_*$. Away from the solution the residual
\begin{equation}
R[n]=F[n]-n
\end{equation}
is not zero. A mixing scheme with a fixed step $a>0$ and a linear operator $P$, the preconditioner, makes the update
\begin{equation}
n_{\rm new}=n+a\,P\,R[n].
\label{eq:mix}
\end{equation}
Plain linear mixing is the case $P=1$. Write $n=n_*+e$ with a small error $e$, and let $F'$ be the derivative of the map at $n_*$. To first order $F[n_*+e]=n_*+F'e$, so that
\begin{equation}
R[n_*+e]=F'e-e=-Je,\qquad J=1-F'.
\label{eq:res}
\end{equation}
Subtracting $n_*$ from both sides of \eqref{eq:mix} gives
\begin{equation}
e_{\rm new}=e-aPJe=(1-aPJ)\,e.
\label{eq:err}
\end{equation}
The convergence close to the solution is therefore governed by the operator $PJ$. If $P$ were equal to $J^{-1}$ and $a$ to 1, the error would vanish to first order in a single step, which is Newton's method. The task is to find $J$, and then an inverse that is cheap to apply.

Input and output contain the same number of electrons, so $e$ and $R$ both integrate to zero over the cell. The component $\mathbf G=0$ is absent from the problem, and every operator below acts on densities of zero mean.

The map $F$ has two parts. The first is electrostatic. The potential energy of an electron is $v_{\rm eff}=v_{\rm ext}+v_{\rm H}$, where the Hartree part obeys Poisson's equation
\begin{equation}
-\nabla^2 v_{\rm H}(\mathbf r)=4\pi\,[n(\mathbf r)-\bar n],
\end{equation}
and $\bar n$ is the mean density, cancelled by the background. The sign is positive because electrons repel one another: an excess of electrons raises the potential energy of an electron. Acting on $e^{i\mathbf G\cdot\mathbf r}$, the operator $-\nabla^2$ gives $G^2$. A change $\delta n$ of the input therefore changes the potential by
\begin{equation}
\delta v_{\mathbf G}=\frac{4\pi}{G^2}\,\delta n_{\mathbf G}\quad(\mathbf G\neq0),\qquad \delta v_{0}=0.
\label{eq:poisson}
\end{equation}
This is the origin of the trouble at long wavelength: for a given density amplitude the potential grows as the square of the wavelength.

The second part is the response of the electrons. In a uniform gas the states with wavevector below $k$ are filled, each with two spins, and their density is
\begin{equation}
n=2\,\frac{1}{(2\pi)^3}\,\frac{4\pi}{3}k^3=\frac{k^3}{3\pi^2}.
\end{equation}
The Thomas-Fermi approximation applies this relation at each point, with a local wavevector fixed by the kinetic energy available there, $k^2(\mathbf r)/2=\mu-v_{\rm eff}(\mathbf r)$, where $\mu$ is the chemical potential. The output density is then
\begin{equation}
F[n](\mathbf r)=\frac{\{2[\mu-v_{\rm eff}(\mathbf r)]\}^{3/2}}{3\pi^2},
\label{eq:tf}
\end{equation}
and $\mu$ is chosen so that the cell holds the right number of electrons. Let $k_F$ be the Fermi wavevector of the uniform gas. The derivative of \eqref{eq:tf} with respect to $\mu-v_{\rm eff}$, taken at the uniform density, is
\begin{equation}
\frac{dn}{d\mu}=\frac{1}{3\pi^2}\cdot\frac32\cdot2\cdot k_F=\frac{k_F}{\pi^2}.
\end{equation}
Here the factor $3/2$ comes from the power, the factor 2 from the inner derivative, and $k_F$ is the square root of $2(\mu-v_{\rm eff})$. Define the Thomas-Fermi wavevector by
\begin{equation}
k_{\rm TF}^2=4\pi\frac{dn}{d\mu}=\frac{4k_F}{\pi}.
\label{eq:ktf}
\end{equation}

A small change of potential changes the output density by
\begin{equation}
\delta F(\mathbf r)=\frac{k_{\rm TF}^2}{4\pi}\,[\delta\mu-\delta v(\mathbf r)].
\end{equation}
The number of electrons is fixed, so the cell average of $\delta F$ vanishes and $\delta\mu$ equals the average of $\delta v$. By \eqref{eq:poisson} that average is zero. The chemical potential thus does not move to first order, and for $\mathbf G\ne0$
\begin{equation}
\delta F_{\mathbf G}=\chi_0\,\delta v_{\mathbf G},\qquad \chi_0=-\frac{k_{\rm TF}^2}{4\pi}.
\label{eq:chi}
\end{equation}
The minus sign says that electrons leave regions where their potential energy is raised. Combining \eqref{eq:poisson} and \eqref{eq:chi},
\begin{equation}
\delta F_{\mathbf G}=-\frac{k_{\rm TF}^2}{4\pi}\,\frac{4\pi}{G^2}\,\delta n_{\mathbf G}=-\frac{k_{\rm TF}^2}{G^2}\,\delta n_{\mathbf G}.
\end{equation}
The operator $J=1-F'$ is therefore diagonal in plane waves, with the eigenvalue
\begin{equation}
\varepsilon(G)=1+\frac{k_{\rm TF}^2}{G^2}.
\label{eq:eps}
\end{equation}

This eigenvalue is the static dielectric function of the gas. To see it, apply a weak external potential $\delta v_{\rm ext}$ and let the density become self-consistent. The total potential is $\delta v=\delta v_{\rm ext}+(4\pi/G^2)\,\delta n$ and the density is $\delta n=\chi_0\,\delta v$. Eliminating $\delta n$ gives
\begin{equation}
\Bigl(1-\frac{4\pi}{G^2}\chi_0\Bigr)\delta v=\delta v_{\rm ext},\qquad \delta v=\frac{\delta v_{\rm ext}}{\varepsilon(G)}.
\end{equation}
The factor that screens an applied potential is thus the factor by which the residual overstates the error, since \eqref{eq:res} reads $R_{\mathbf G}=-\varepsilon(G)\,e_{\mathbf G}$. The residual records how the electrons respond to the unscreened potential of the density error. The correction actually needed is $-e_{\mathbf G}=R_{\mathbf G}/\varepsilon(G)$.

With $P=1$, equation \eqref{eq:err} multiplies each error component by $1-a\varepsilon(G)$. For $a=1$ the multiplier is $-k_{\rm TF}^2/G^2$, which is the overshoot with reversed sign described at the start. It exceeds 1 in magnitude for every wave with $G<k_{\rm TF}$. A smaller step restores convergence, but the step must suit the largest eigenvalue, and the components with small eigenvalues are then corrected slowly.

This compromise can be made quantitative. Suppose the eigenvalues $\lambda$ of $PJ$ are positive and lie between $\lambda_{\min}$ and $\lambda_{\max}$, both of which occur. The function $|1-a\lambda|$ is convex in $\lambda$, so its largest value is found at one of the two ends. As $a$ grows from zero, $1-a\lambda_{\min}$ falls while $a\lambda_{\max}-1$ rises. The larger of the two is smallest when they are equal, which gives
\begin{equation}
a=\frac{2}{\lambda_{\min}+\lambda_{\max}},\qquad
\rho=\frac{\lambda_{\max}-\lambda_{\min}}{\lambda_{\max}+\lambda_{\min}}=\frac{\kappa-1}{\kappa+1},\qquad
\kappa=\frac{\lambda_{\max}}{\lambda_{\min}}.
\label{eq:rate}
\end{equation}
Here $\rho$ is the factor by which the slowest components shrink in each iteration. The number $\kappa$ is the condition number of $PJ$. In general a condition number is the norm of an operator times the norm of its inverse; for an operator that is diagonal in orthogonal plane waves with positive eigenvalues, these norms are $\lambda_{\max}$ and $1/\lambda_{\min}$.

For plain mixing the eigenvalues are those of \eqref{eq:eps}, which decrease with $G$. If $G_{\min}$ and $G_{\max}$ are the shortest and longest nonzero reciprocal vectors kept in the calculation,
\begin{equation}
\kappa_{\rm plain}=\frac{1+k_{\rm TF}^2/G_{\min}^2}{1+k_{\rm TF}^2/G_{\max}^2}.
\label{eq:plain}
\end{equation}
In a rectangular cell with longest edge $L$ the shortest vector has $G_{\min}=2\pi/L$. For a long cell at fixed cutoff the numerator tends to $k_{\rm TF}^2L^2/4\pi^2$, and the condition number grows as $L^2$. So does the number of iterations with a fixed step: for large $\kappa$ one has $\ln(1/\rho)=\ln[(\kappa+1)/(\kappa-1)]\approx2/\kappa$, and reducing the error by a factor $10^8$ takes about $\tfrac12\kappa\ln10^8\approx9.2\,\kappa$ steps. This count is for a fixed step. Schemes that combine the residuals of earlier iterations, such as Pulay or Anderson mixing, depend on $L$ more weakly: on the linearized one-axis problem below, a minimal-residual iteration with full history and no preconditioner needs about 10, 14, 20 and 28 steps for $L=20$, 40, 80 and 160 bohr. The count still grows with the cell.

A gas with density parameter $r_s=2$ bohr gives a feeling for the sizes. Its density is $3/(4\pi r_s^3)=0.0298$ bohr$^{-3}$. Equating this to $k_F^3/3\pi^2$ gives $k_F=(9\pi/4)^{1/3}/r_s=0.960$ bohr$^{-1}$, and \eqref{eq:ktf} gives $k_{\rm TF}^2=1.222$ bohr$^{-2}$, or $k_{\rm TF}=1.105$ bohr$^{-1}$ (2.09 \AA$^{-1}$). Let the density vary along one axis of a cell with $L=20$ bohr, and keep waves up to $G_{\max}=3.770$ bohr$^{-1}$. Then $G_{\min}=0.3142$ bohr$^{-1}$ and
\begin{equation}
\varepsilon(G_{\min})=1+\frac{1.2218}{0.31416^2}=13.38,\qquad
\varepsilon(G_{\max})=1+\frac{1.2218}{3.7699^2}=1.086,
\end{equation}
so that $\kappa_{\rm plain}=13.38/1.086=12.3$. With $a=1$ the longest wave would be multiplied by $-12.4$ in each iteration. At $L=160$ bohr and the same cutoff, $\varepsilon(G_{\min})=793$ and $\kappa_{\rm plain}=730$.

The remedy is to divide the residual by the dielectric function. In a real calculation that function is not known beforehand, but \eqref{eq:eps} gives its form for a uniform metal in the Thomas-Fermi approximation, which describes the long waves that cause the trouble. Replace the unknown $k_{\rm TF}$ by a parameter $q_0>0$. The model dielectric function and its inverse are
\begin{equation}
\varepsilon_{\rm m}(G)=1+\frac{q_0^2}{G^2}=\frac{G^2+q_0^2}{G^2},\qquad
P(G)=\frac{1}{\varepsilon_{\rm m}(G)}=\frac{G^2}{G^2+q_0^2}.
\label{eq:kerker}
\end{equation}
This is the Kerker factor. It is the inverse of the operator $J$ of another uniform gas, the one whose Thomas-Fermi wavevector equals $q_0$; by \eqref{eq:ktf} that gas has $k_F=\pi q_0^2/4$. It is called a homogeneous preconditioner because it multiplies each plane wave by a number and so treats all points of the cell alike.

For $G\gg q_0$ the factor tends to 1, and short waves, which are hardly screened, are mixed as before. For $G\ll q_0$ it tends to $G^2/q_0^2$, which cancels the $1/G^2$ of the Coulomb interaction. At $\mathbf G=0$ the formula gives zero, so the update leaves the number of electrons unchanged.

The same operation can be read in real space. Since
\begin{equation}
P(G)=1-\frac{q_0^2}{G^2+q_0^2},
\end{equation}
the preconditioned residual is the residual minus a smoothed copy of itself. The smoothing kernel in unbounded space is $q_0^2e^{-q_0r}/(4\pi r)$, because the Fourier integral of $e^{-q_0r}/(4\pi r)$, after integration over angles, is
\begin{equation}
\int d^3r\,\frac{e^{-q_0r}}{4\pi r}e^{-i\mathbf G\cdot\mathbf r}
=\frac1G\int_0^\infty e^{-q_0r}\sin(Gr)\,dr=\frac{1}{G^2+q_0^2}.
\end{equation}
In the periodic cell the kernel is summed over its images. Its integral, found by setting $G=0$, is $q_0^2/q_0^2=1$, so the smoothed copy is a true weighted average over a region of size about $1/q_0$. A residual that varies slowly on this scale nearly equals its own average and is almost removed.

The residual overstates a density error by the dielectric function $\varepsilon(G)$, which makes plain mixing slower as the cell grows, and the Kerker factor cancels the $1/G^2$ responsible. It remains to find how far the condition number can still rise when $q_0$ differs from $k_{\rm TF}$, and whether that limit depends on the cell.
